\section*{Hybertsen-Louie Plasmon-Pole Parameters from Static Screening and the f-Sum Rule}

\section{The result}

For a crystal with wave vector $\mathbf q$ and reciprocal-lattice vectors $\mathbf G,\mathbf G'$, write $\mathbf K=\mathbf q+\mathbf G$ and $\mathbf K'=\mathbf q+\mathbf G'$. The generalized plasmon-pole model replaces each element of the inverse dielectric matrix by
\begin{equation}
\epsilon^{-1}_{GG'}(\mathbf q,\omega)\simeq\delta_{GG'}+\frac{\Omega^2_{GG'}}{\omega^2-\tilde\omega^2_{GG'}},
\label{ansatz}
\end{equation}
with the parameters
\begin{align}
\Omega^2_{GG'}&=\omega_p^2\,\frac{\mathbf K\cdot\mathbf K'}{K^2}\,\frac{\rho(\mathbf G-\mathbf G')}{\rho(0)},\label{Omega}\\
\tilde\omega^2_{GG'}&=\frac{\Omega^2_{GG'}}{\delta_{GG'}-\epsilon^{-1}_{GG'}(\mathbf q,0)}.\label{wt}
\end{align}
Here $\omega_p^2=4\pi\rho(0)$ in Hartree atomic units, which are used throughout, and
\[
\rho(\mathbf G)=\frac1V\int_V\rho(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}\,d^3r
\]
is a Fourier component of the electron density. The symbols $\Omega^2$ and $\tilde\omega^2$ are names for the parameters; neither need be positive off the diagonal.

The inputs are the ground-state density and one static matrix. The screened interaction of a GW calculation, $W_{GG'}=\epsilon^{-1}_{GG'}v(K')$ with $v(K)=4\pi/K^2$, then has a known frequency dependence.

The derivation assumes a spin-independent Hamiltonian with time-reversal symmetry, a nondegenerate ground state, local potentials, and $\mathbf q$ different from every reciprocal-lattice vector, so that no $\mathbf K$ vanishes.

\section{Simple case: one oscillator}

Take a uniform medium of electrons bound with a single frequency $\omega_0$, without local fields. Its dielectric function and inverse are
\begin{align}
\epsilon(\omega)&=1+\frac{\omega_p^2}{\omega_0^2-\omega^2}
=\frac{\omega_0^2+\omega_p^2-\omega^2}{\omega_0^2-\omega^2},\\
\epsilon^{-1}(\omega)&=\frac{\omega_0^2-\omega^2}{\omega_0^2+\omega_p^2-\omega^2}
=1+\frac{\omega_p^2}{\omega^2-(\omega_0^2+\omega_p^2)}.
\end{align}
The inverse has one pole, so (\ref{ansatz}) is exact for this medium, with $\Omega^2=\omega_p^2$ and $\tilde\omega^2=\omega_0^2+\omega_p^2$.

The pole can also be found without knowing $\omega_0$. At zero frequency,
\begin{equation}
1-\epsilon^{-1}(0)=\frac{\omega_p^2}{\omega_0^2+\omega_p^2},
\qquad
\frac{\omega_p^2}{1-\epsilon^{-1}(0)}=\omega_0^2+\omega_p^2=\tilde\omega^2 .
\end{equation}
This is (\ref{wt}). The numerator came from high frequency, where the electrons respond as if free, and the denominator from the static response.

Limit check: for $\omega_0\to0$ the static screening is complete, $\epsilon^{-1}(0)\to0$, and $\tilde\omega\to\omega_p$. Binding reduces the static screening and raises the pole above $\omega_p$.

\section{Generalization: many poles and two wave vectors}

\subsection{Spectral form}

Let $\rho_{\mathbf K}=\sum_je^{-i\mathbf K\cdot\mathbf r_j}$. An external potential energy $\phi\,e^{i\mathbf K'\cdot\mathbf r}$ adds $\phi\,\rho^\dagger_{\mathbf K'}$ to the Hamiltonian, and the induced density component is $\langle\rho_{\mathbf K}\rangle/V=\chi_{GG'}\phi$. (A real perturbation also contains the conjugate term; linear response treats the two separately.) Adding the Coulomb potential of the induced density gives
\begin{equation}
\epsilon^{-1}_{GG'}=\delta_{GG'}+v(K)\chi_{GG'} .
\label{conv}
\end{equation}
The factor $v(K)$ belongs to the first index, which is why $K^2$, and not $K'^2$, stands in (\ref{Omega}).

With excitation energies $\omega_n=E_n-E_0$, first-order perturbation theory gives the retarded response
\begin{equation}
\chi_{GG'}=\frac1V\sum_{n\ne0}\left[
\frac{\langle0|\rho_{\mathbf K}|n\rangle\langle n|\rho^\dagger_{\mathbf K'}|0\rangle}{\omega-\omega_n+i\eta}
-\frac{\langle0|\rho^\dagger_{\mathbf K'}|n\rangle\langle n|\rho_{\mathbf K}|0\rangle}{\omega+\omega_n+i\eta}\right].
\end{equation}
By time reversal all eigenfunctions can be chosen real. Since $\rho_{\mathbf K}$ is multiplication by a function, $\langle0|\rho_{\mathbf K}|n\rangle=\langle n|\rho_{\mathbf K}|0\rangle$, and likewise for $\rho^\dagger_{\mathbf K'}$. The two numerators are therefore equal. Call them $F_n$. Because
\[
\frac1{\omega-\omega_n}-\frac1{\omega+\omega_n}=\frac{2\omega_n}{\omega^2-\omega_n^2},
\]
the response is
\begin{equation}
\epsilon^{-1}_{GG'}(\omega)=\delta_{GG'}+\sum_n\frac{S_n}{\omega^2-\omega_n^2},
\qquad S_n=\frac{2v(K)\omega_n}{V}F_n ,
\label{spectral}
\end{equation}
where $\omega$ stands for $\omega+i\eta$. The weights $S_n$ depend on $\mathbf G,\mathbf G'$ and $\mathbf q$. The model (\ref{ansatz}) keeps this form with a single term.

\subsection{First condition: the static value}

Setting $\omega=0$ in (\ref{spectral}) gives
\begin{equation}
D_{GG'}\equiv\delta_{GG'}-\epsilon^{-1}_{GG'}(0)=\sum_n\frac{S_n}{\omega_n^2}.
\label{static}
\end{equation}
This is the Kramers-Kronig relation at zero frequency, written as a sum over poles.

\subsection{Second condition: the f-sum rule}

For $\omega$ large compared with all $\omega_n$ that carry appreciable weight, (\ref{spectral}) tends to $\delta_{GG'}+\omega^{-2}\sum_nS_n$. The sum follows from a double commutator, evaluated in two ways.

First insert a complete set of states. The state $n=0$ drops out because $[\rho_{\mathbf K},H]$ has no ground-state expectation value. Using $\langle0|[\rho_{\mathbf K},H]|n\rangle=\omega_n\langle0|\rho_{\mathbf K}|n\rangle$ and $\langle n|[\rho_{\mathbf K},H]|0\rangle=-\omega_n\langle n|\rho_{\mathbf K}|0\rangle$,
\begin{align}
\langle0|[[\rho_{\mathbf K},H],\rho^\dagger_{\mathbf K'}]|0\rangle
&=\sum_n\omega_n\langle0|\rho_{\mathbf K}|n\rangle\langle n|\rho^\dagger_{\mathbf K'}|0\rangle\nonumber\\
&\quad+\sum_n\omega_n\langle0|\rho^\dagger_{\mathbf K'}|n\rangle\langle n|\rho_{\mathbf K}|0\rangle
=2\sum_n\omega_nF_n .
\label{states}
\end{align}

Next evaluate the operator. Local potentials and the electron-electron repulsion are functions of position and commute with $\rho_{\mathbf K}$, so only the kinetic energy contributes. For one electron let $f=e^{-i\mathbf K\cdot\mathbf r}$ and $h=e^{i\mathbf K'\cdot\mathbf r}$. Acting on any $\psi$,
\begin{align}
[f,-\tfrac12\nabla^2]\psi
&=-\tfrac12f\nabla^2\psi+\tfrac12\nabla^2(f\psi)
=\tfrac12(\nabla^2f)\psi+\nabla f\cdot\nabla\psi,\\
[[f,-\tfrac12\nabla^2],h]\psi
&=\nabla f\cdot\nabla(h\psi)-h\nabla f\cdot\nabla\psi
=(\nabla f\cdot\nabla h)\psi .
\end{align}
The term with $\nabla^2f$ commutes with $h$ and disappears. Since $\nabla f\cdot\nabla h=(-i\mathbf K)\cdot(i\mathbf K')fh=\mathbf K\cdot\mathbf K'e^{-i(\mathbf K-\mathbf K')\cdot\mathbf r}$ and $\mathbf K-\mathbf K'=\mathbf G-\mathbf G'$, summing over electrons gives
\begin{equation}
\langle0|[[\rho_{\mathbf K},H],\rho^\dagger_{\mathbf K'}]|0\rangle
=\mathbf K\cdot\mathbf K'\,V\rho(\mathbf G-\mathbf G').
\label{operator}
\end{equation}
Equate (\ref{states}) and (\ref{operator}) and multiply by $v(K)/V$:
\begin{equation}
\sum_nS_n=\frac{4\pi}{K^2}\,\mathbf K\cdot\mathbf K'\rho(\mathbf G-\mathbf G')=\Omega^2_{GG'} .
\label{fsum}
\end{equation}
Writing $4\pi=\omega_p^2/\rho(0)$ turns this into (\ref{Omega}).

The density enters because a fast field moves each electron as a free particle from where it already is. A field of wave vector $\mathbf K'$ then produces a density of wave vector $\mathbf K$ through the component of $\rho(\mathbf r)$ that supplies the difference.

Limit check: in a uniform density $\rho(\mathbf G-\mathbf G')=\rho(0)\delta_{GG'}$, so $\Omega^2_{GG'}=\omega_p^2\delta_{GG'}$, as in the simple case.

\subsection{Solving for the pole}

Apply both conditions to a single term $R/(\omega^2-p)$. High frequency requires $R=\Omega^2_{GG'}$. The static value requires $-R/p=-D_{GG'}$, hence $p=\Omega^2_{GG'}/D_{GG'}$, which is (\ref{wt}). If $\Omega^2$ and $D$ are both nonzero, the solution exists and is unique. If just one of them vanishes, no single pole at finite nonzero frequency meets both conditions.

For $\tilde\omega^2>0$ take $\tilde\omega>0$. Then
\[
\frac{\Omega^2}{\omega^2-\tilde\omega^2}
=\frac{\Omega^2}{2\tilde\omega}\left[\frac1{\omega-\tilde\omega}-\frac1{\omega+\tilde\omega}\right],
\]
and $\mathrm{Im}\,(x+i\eta)^{-1}=-\pi\delta(x)$ gives, for real $\Omega^2$,
\begin{equation}
\mathrm{Im}\,\epsilon^{-1}_{GG'}=A_{GG'}[\delta(\omega-\tilde\omega_{GG'})-\delta(\omega+\tilde\omega_{GG'})],
\quad A_{GG'}=-\frac{\pi\Omega^2_{GG'}}{2\tilde\omega_{GG'}} .
\label{A}
\end{equation}
Its first moment is $\int_0^\infty\omega\,\mathrm{Im}\,\epsilon^{-1}d\omega=A\tilde\omega=-\pi\Omega^2/2$, the integral form of the sum rule.

\section{The same rule in the RPA}

The static matrix $\epsilon^{-1}(0)$ may be taken from the random-phase approximation (RPA), $\chi=\chi_0+\chi_0v\chi$, with $\chi_0$ the response of independent electrons. At high frequency $\chi_0\propto\omega^{-2}$, so the second term is of order $\omega^{-4}$ and $\chi$ has the same $\omega^{-2}$ coefficient as $\chi_0$. The commutator argument applies to $\chi_0$ if the one-electron Hamiltonian is local. Equation (\ref{fsum}) therefore holds in the RPA, with the density of the occupied orbitals, for any number of $\mathbf G$ vectors kept in the matrix.

The pole form also survives. By (\ref{spectral}) applied to independent electrons, $\chi_0=X(\omega^2-w^2)^{-1}X^\dagger$, where $w$ is the diagonal matrix of transition energies and $X$ contains the matrix elements. Summing the RPA series,
\begin{equation}
\chi=\chi_0+\chi_0v\chi_0+\cdots=X\left(\omega^2-w^2-X^\dagger vX\right)^{-1}X^\dagger .
\end{equation}
The matrix $w^2+X^\dagger vX$ is Hermitian and positive, so its eigenvalues are squares $\omega_n^2$ of real frequencies.

\section{Worked example}

The test crystal is a simple-cubic model insulator with $a=6$ bohr, two electrons per cell and the fixed potential $2V_G\sum_i\cos(2\pi x_i/a)$, $V_G=-0.15$ hartree. The wave vector is $\mathbf q=(\tfrac12,0,0)2\pi/a$, the $\mathbf k$ mesh is a shifted $2\times2\times2$ one, and the RPA matrix has 19 $\mathbf G$ vectors. The mesh and matrix size define the model and are not claimed to be converged. Vectors $\mathbf G$ are given in units of $2\pi/a$.

The mean density gives
\[
\omega_p^2=4\pi\,\frac{2}{6^3}=0.1164,\qquad\omega_p=0.341\ \text{hartree}.
\]
Squared frequencies here and below are in hartree$^2$. For $\mathbf G=\mathbf G'=0$, called the head, the static inverse is $0.6982$, so
\begin{equation}
\tilde\omega^2=\frac{0.1164}{1-0.6982}=0.386,\qquad
\tilde\omega=0.621\ \text{hartree}=16.9\ \text{eV},
\end{equation}
and $A=-\pi(0.1164)/(2\times0.621)=-0.294$ hartree. As in the oscillator medium, incomplete static screening places the pole above $\omega_p$.

For $\mathbf G=0$, $\mathbf G'=(1,0,0)$ the vectors are parallel with lengths in the ratio $1:3$, so $\mathbf K\cdot\mathbf K'/K^2=3$. With $\rho(\mathbf G-\mathbf G')/\rho(0)=0.5045$ and $\epsilon^{-1}_{GG'}(0)=-0.2261$,
\begin{equation}
\Omega^2=0.11636\times3\times0.5045=0.1761,\qquad
\tilde\omega^2=\frac{0.1761}{0.2261}=0.779 .
\end{equation}
Exchanging the indices changes the geometric factor to $1/3$ and $\Omega^2$ to $0.01957$, but the static element becomes $-0.02513$ and $\tilde\omega^2$ is again $0.779$.

For $\mathbf G=0$, $\mathbf G'=(-1,0,0)$ one has $\mathbf K'=-\mathbf K$. Then $\Omega^2=-0.0587$ and $\epsilon^{-1}_{GG'}(0)=+0.1269$, so
\[
\tilde\omega^2=\frac{-0.0587}{-0.1269}=0.463 .
\]
A negative $\Omega^2$ still gives a real pole here, because $D$ is negative too. It makes $A$ positive, a sign that is allowed off the diagonal.

The numerical check also finds every RPA pole by diagonalization, in a smaller plane-wave basis. For the 50 elements with $|\Omega^2|>0.5\,\omega_p^2$, the ratio $\sum_nS_n/\sum_n(S_n/\omega_n^2)$ agrees with (\ref{wt}) to within a relative difference of $7\times10^{-4}$.

\section{What the pole means on the diagonal}

For $\mathbf G=\mathbf G'$ the numerator is $F_n=|\langle0|\rho_{\mathbf K}|n\rangle|^2$, so $S_n\ge0$. Dividing (\ref{fsum}) by (\ref{static}),
\begin{equation}
\tilde\omega^2=\sum_np_n\omega_n^2,\qquad
p_n=\frac{S_n/\omega_n^2}{D},\qquad\sum_np_n=1 .
\end{equation}
Thus $\tilde\omega^2$ is positive and is a weighted mean of squared excitation energies. It need not coincide with an excitation. In the example the strongest pole of the head lies at $0.588$ hartree and carries 58 to 59 percent of $\Omega^2$, while $\tilde\omega=0.621$ hartree.

The mean also fixes the sign of the model's error on the imaginary axis. With $\omega=iu$ and $f(x)=x/(x+u^2)$,
\begin{align}
1-\epsilon^{-1}(iu)&=\sum_n\frac{S_n}{u^2+\omega_n^2}=D\sum_np_nf(\omega_n^2),\\
1-\epsilon^{-1}_{\rm model}(iu)&=\frac{\Omega^2}{u^2+\tilde\omega^2}=D\,f(\tilde\omega^2).
\end{align}
Since $f''(x)=-2u^2/(x+u^2)^3\le0$, the function is concave, and its value at the mean is at least the mean of its values:
\begin{equation}
1-\epsilon^{-1}_{\rm model}(iu)\ \ge\ 1-\epsilon^{-1}(iu).
\end{equation}
Equality holds at $u=0$, and the two sides have the same leading $u^{-2}$ term at large $u$. Between these ends the model overestimates the diagonal screening, unless all the weight lies at a single pole frequency, when it is exact. For the head at $u=0.5$ hartree the full RPA gives $0.173$ and the model $0.183$, an excess of 6 percent of the RPA value; at $u=2$ hartree the excess is 3 percent.

\section{Off the diagonal: symmetry and failure}

\subsection{Exchange of indices}

The density is real, so $\rho(\mathbf G'-\mathbf G)=\rho(\mathbf G-\mathbf G')^*$, and (\ref{Omega}) gives $K'^2\Omega^2_{G'G}=(K^2\Omega^2_{GG'})^*$. Exchanging indices turns $F_n$ into $F_n^*$, so $K'^2D_{G'G}=(K^2D_{GG'})^*$. The prefactors cancel in the ratio:
\begin{equation}
\tilde\omega^2_{G'G}=(\tilde\omega^2_{GG'})^* .
\end{equation}
This explains the equal values $0.779$ found above.

\subsection{With inversion symmetry}

Put the origin at an inversion centre. Time reversal changes $e^{-i\mathbf K\cdot\mathbf r}$ into $e^{i\mathbf K\cdot\mathbf r}$, and inversion changes it back. The product of the two operations is antiunitary, commutes with $H$ and $\rho_{\mathbf K}$, and squares to one on the orbital functions. States invariant under it can be chosen, and between them the matrix elements of $\rho_{\mathbf K}$ are real. Hence the weights $S_n$, $\Omega^2$ and $\tilde\omega^2$ are real.

Real weights may still have either sign. Suppose, in arbitrary units, $S_1=-1$ at $\omega_1^2=1$ and $S_2=2$ at $\omega_2^2=4$. Then $\Omega^2=1$, $D=-1+\tfrac12=-\tfrac12$ and $\tilde\omega^2=-2$. If all weights had one sign, $\Omega^2$ and $D$ would share it, so a negative $\tilde\omega^2$ requires weights of both signs. The model then has poles at $\omega=\pm i|\tilde\omega|$. The one in the upper half-plane is incompatible with a causal retarded response, and (\ref{A}) does not apply. Such an element needs a separate prescription, such as omitting its frequency-dependent term, which gives up both matching conditions for that pair.

The worked example does not display this failure. Among its 171 pairs, each taken in one order, none with $|\Omega^2|>0.01\,\omega_p^2$ has $\tilde\omega^2<0$; weaker elements were not counted.

\subsection{Without inversion symmetry}

The weights may now be complex. The integral form of the sum rule must then be stated for the spectral part, $[\epsilon^{-1}(\omega+i\eta)-\epsilon^{-1}(\omega-i\eta)]/2i$, in place of the imaginary part. For the full response (\ref{spectral}) this is $-\pi\sum_n(S_n/2\omega_n)\,\delta(\omega-\omega_n)$ at $\omega>0$, with first moment $-\pi\Omega^2/2$ and complex $\Omega^2$. The model shares this moment only when $\tilde\omega^2$ is real and positive; otherwise it has no pole on the real axis and its spectral part vanishes there. If the ratio $\Omega^2/D$ is not real, $\tilde\omega^2$ is complex, and one of the poles $\pm\tilde\omega$ lies in the upper half-plane. The two conditions are still met algebraically, but the model element is not a causal response.

Adding the term $-0.1\sin[2\pi(x+y+z)/a]$ hartree to the potential removes the inversion symmetry. The pair $\mathbf G=(1,0,0)$, $\mathbf G'=(0,-1,-1)$ then has $\tilde\omega^2=0.691+0.293i$.

This crystal also tests the order of the density argument. With $\rho(\mathbf G-\mathbf G')$, the largest error of the sum rule over all elements is $2\times10^{-6}\,\omega_p^2$ in the largest plane-wave basis. With $\rho(\mathbf G'-\mathbf G)$ it is $0.375\,\omega_p^2$.

\subsection{Nonlocal potentials}

A nonlocal potential $V_{\rm nl}$ does not commute with $\rho_{\mathbf K}$ in general. The right side of (\ref{operator}) then acquires the term $\langle0|[[\rho_{\mathbf K},V_{\rm nl}],\rho^\dagger_{\mathbf K'}]|0\rangle$, and the density alone no longer fixes the first moment. In the cosine crystal with an added attractive separable potential, the head's first moment is $1.25$ times the density formula. Equation (\ref{wt}) would still reproduce the static value there, but $\tilde\omega^2$ would be too small by that factor compared with the ratio of the true moments. The size of the effect belongs to this model; the extra commutator is general.

\subsection{Small wave vector}

For the head, $\Omega^2=\omega_p^2$ at every $\mathbf q$. For $\mathbf G=0$ and $\mathbf G'\ne0$ the geometric factor is
\[
\frac{\mathbf q\cdot(\mathbf q+\mathbf G')}{q^2}=1+\frac{\mathbf q\cdot\mathbf G'}{q^2},
\]
which grows as $1/q$ for a fixed direction not perpendicular to $\mathbf G'$. Along such a direction, and for $\rho(-\mathbf G')\ne0$, $\Omega^2$ has no finite limit; $q\,\Omega^2$ has one, and it depends on the direction of $\mathbf q$. In an insulator $\chi_{0G'}$ vanishes in general linearly in $q$, so $D_{0G'}=-v(q)\chi_{0G'}$ grows as $1/q$ too, and this factor cancels in $\tilde\omega^2=\Omega^2/D$. The quantities $\Omega^2$ and $D$ of these elements must therefore be formed at finite $\mathbf q$, or the factor $1/q$ removed from both and the limit taken along a stated direction.

\section*{Computed results}
\begin{verbatim}
Crystal without inversion: sum rule error / wp^2
  cutoff |k+G|^2 <= 6 (2pi/a)^2: 1.5e-01
  cutoff |k+G|^2 <= 12 (2pi/a)^2: 1.4e-03
  cutoff |k+G|^2 <= 20 (2pi/a)^2: 2.0e-06
  high-frequency limit of RPA epsinv, error / wp^2: 7.7e-06
  same with rho(G'-G) in place of rho(G-G'): 0.375
  complex pair G=[1, 0, 0] G'=[0, -1, -1]: wtilde^2 = 0.6910 +0.2931i Ha^2
Nonlocal strength -0.05 Ha: head moment/Omega^2 = 1.2536
Worked example: a = 6.0 bohr, V_G = -0.15 Ha, 19 G vectors
  |q| = 0.5236 1/bohr, rho(0) = 0.009259 bohr^-3
  gap over sampled and symmetry points = 0.2091 Ha
  wp^2 = 0.11636 Ha^2, wp = 0.3411 Ha = 9.28 eV
  G, G' | K.K'/K^2 | rho(G-G')/rho(0) | Omega^2 (Ha^2) | epsinv(0) | wtilde^2 (Ha^2)
  (0, 0, 0) (0, 0, 0) | 1.0000 | 1.0000 | 0.11636 | 0.69821 | 0.38555
  (1, 0, 0) (1, 0, 0) | 1.0000 | 1.0000 | 0.11636 | 0.93722 | 1.85324
  (0, 1, 0) (0, 1, 0) | 1.0000 | 1.0000 | 0.11636 | 0.85019 | 0.77666
  (0, 0, 0) (-1, 0, 0) | -1.0000 | 0.5045 | -0.05870 | 0.12689 | 0.46262
  (0, 0, 0) (1, 0, 0) | 3.0000 | 0.5045 | 0.17610 | -0.22614 | 0.77875
  (1, 0, 0) (0, 0, 0) | 0.3333 | 0.5045 | 0.01957 | -0.02513 | 0.77875
  (0, 0, 0) (0, 1, 0) | 1.0000 | 0.5045 | 0.05870 | -0.13480 | 0.43548
  (0, 1, 0) (0, 0, 1) | 0.2000 | 0.2545 | 0.00592 | -0.01061 | 0.55820
  head: wtilde = 0.6209 Ha = 16.90 eV, A = -0.2944 Ha
Pole sums: 1368 RPA poles, 50 strong elements
  head wtilde from pole sums = 0.6209 Ha
  largest relative difference in wtilde^2 = 6.2e-04
  strongest head pole at 0.5881 Ha carries 0.585 of Omega^2
Pairs G<G' with wtilde^2 < 0 and |Omega^2| > 0.01 wp^2: 0 of 171
Head, 1 - epsinv(iu): u (Ha) | full RPA | one-pole model
  0.0 | 0.30179 | 0.30179
  0.2 | 0.26824 | 0.27342
  0.5 | 0.17276 | 0.18308
  1.0 | 0.07906 | 0.08398
  2.0 | 0.02572 | 0.02653
\end{verbatim}
